Indium-indium distances for InO₆ octahedra sharing faces, edges and corners

**Problem**

In a simple structural model of amorphous indium oxide, each indium atom sits at the centre of a regular octahedron of six oxygen atoms. All In-O bonds have the length d = 2.18 Å, an input of the model chosen close to the roughly 2.2 Å typical of this material. Neighbouring octahedra are joined by common oxygens: three for a shared face, two for a shared edge, one for a shared corner. Find the In-In distance R for each kind of sharing, taking the shared corner to be straight (In-O-In angle of 180°). Decide also whether the number of shared oxygens is enough to fix R.

**A tempting solution, which is wrong**

Put the first indium atom at the origin and its oxygens at distance d along the positive and negative x, y and z axes. Let the shared oxygens be taken from

A = (d, 0, 0),  B = (0, d, 0),  C = (0, 0, d).

For a straight corner, the second indium lies one bond length beyond A, so R = 2d = 4.360 Å.

For an edge, A and B are shared. The two indium atoms and the two oxygens form a square of side d, and the second indium is at the corner opposite the origin:

A + B = (d, d, 0),  R = √(d² + d²) = √2 d = 3.083 Å.

For a face, A, B and C are shared. By the same pattern, the square becomes a cube, and the second indium is at the corner opposite the origin:

A + B + C = (d, d, d),  R = √3 d = 3.776 Å.

Since two shared oxygens already hold the octahedra together, the edge and face distances are both taken as fixed.

**Where it fails**

The second indium must also be bonded to the shared oxygens, so its distance from each of them must be d. For the edge this holds: from (d, d, 0) to A the separation is (0, d, 0), of length d. For the face it does not. From (d, d, d) to A the separation is (0, d, d), whose length is

√(d² + d²) = √2 d = 3.083 Å,

instead of 2.18 Å. In a cube, the corner opposite the origin is not a neighbour of A, B or C, so adding the bond vectors puts the second atom too far away.

There is a second fault, in the last sentence of that solution. Two shared oxygens define a line, and a rigid octahedron can turn about that line as a door turns about its hinge. The square used for the edge is one possible arrangement, and the distance depends on the fold.

Both faults are cured by starting from the bond lengths and finding every position that they allow.

**Shared face**

Let the second indium be at (x, y, z). Its distances from A, B and C must all equal d:

(x − d)² + y² + z² = d²
x² + (y − d)² + z² = d²
x² + y² + (z − d)² = d².

Subtracting the second equation from the first removes all the squares and leaves −2dx + 2dy = 0, so x = y. Subtracting the third from the first gives x = z in the same way. Call the common value t. The first equation becomes

(t − d)² + 2t² = d²
3t² − 2dt = 0
t(3t − 2d) = 0.

The root t = 0 is the first indium atom. The other root, t = 2d/3, is the second. Hence

R = √(3t²) = √3 · 2d/3 = 2d/√3.

A regular octahedron really can be built around this position. The bonds from it to A and B are

(d/3, −2d/3, −2d/3) and (−2d/3, d/3, −2d/3),

and their scalar product is d²(−2/9 − 2/9 + 4/9) = 0. By symmetry, all three bonds to the shared oxygens are mutually perpendicular, as an octahedron requires, and the other three oxygens lie opposite them.

The geometry is easy to picture. The centre of the shared face is (A + B + C)/3 = (d/3, d/3, d/3), at distance d/√3 from the first indium. The second indium lies equally far behind the face, so that

R = 2 × 1.2586 Å = 2.517 Å.

Three shared oxygens leave one position for the second atom, so R is fixed for ideal octahedra.

**Shared edge**

Now only the distances to A and B are prescribed. Subtracting the two conditions again gives x = y = t, but z remains free:

(t − d)² + t² + z² = d²
2t² + z² = 2dt.

The left side of the last line is x² + y² + z², which is R². Therefore

R² = 2dt.

Since z² = 2dt − 2t² = 2t(d − t) cannot be negative, t lies between 0 and d. The largest distance belongs to t = d, for which z = 0:

R = √2 d = 2 × 1.5415 Å = 3.083 Å.

This is the flat arrangement, with both indium atoms and both shared oxygens in one plane. It is the square of the first attempt, and the value is correct under that condition.

To describe the other arrangements, take the midpoint of the shared edge,

M = (d/2, d/2, 0).

Each indium is at distance d/√2 from M: the triangle In-A-M has a right angle at M, the hypotenuse d, and one leg equal to half the O-O edge, √2 d/2 = d/√2, so the other leg is √(d² − d²/2) = d/√2. Let φ be the angle at M between the directions to the two indium atoms, with φ = 180° for the flat case. The two atoms and M form an isosceles triangle, whose base is twice the equal side times the sine of half the apex angle:

R = 2 (d/√2) sin(φ/2) = √2 d sin(φ/2).

Folding stops when faces of the two octahedra meet. The faces that contain the edge AB lie in the planes x + y + z = d and x + y − z = d. Their outward normals are (1, 1, 1)/√3 and (1, 1, −1)/√3, with scalar product 1/3, so the normals are 70.53° apart. The interior angle between the faces is 180° − 70.53° = 109.47°. Each octahedron thus fills a wedge of 109.47° about the shared edge, centred on the direction to its own indium. Two such wedges stay clear of each other as long as

φ ≥ 109.47°,  where cos φ = −1/3 at contact.

At contact, sin²(φ/2) = (1 − cos φ)/2 = (1 + 1/3)/2 = 2/3, and

R = √2 d √(2/3) = 2d/√3.

This is the face-sharing distance. When the two faces close on each other, a third pair of oxygen positions coincides, and the shared edge has become a shared face. For d = 2.18 Å, folding gives:

- φ = 180°: R = 3.083 Å
- φ = 160°: R = 3.036 Å
- φ = 140°: R = 2.897 Å
- φ = 120°: R = 2.670 Å
- φ = 109.47°: R = 2.517 Å, with three shared oxygens

The first 20° of folding shorten R by only 0.047 Å, because the sine is at its maximum in the flat arrangement. The quoted edge distance is therefore tolerant of small folds, but it is an upper limit for ideal octahedra. The table only requires that the solid shapes do not overlap. The two unshared oxygens that close on each other lie at √(3/2) d = 2.670 Å from the shared edge, so they are 2 × 2.670 Å × sin[(φ − 109.47°)/2] apart. This is 2.69 Å at φ = 170°, 2.28 Å at 160°, 1.41 Å at 140° and 0.49 Å at 120°, against about 2.8 Å for the shortest O-O distance in crystalline indium oxide. For rigid octahedra in a real oxide, only folds of roughly 10° are realistic.

**Shared corner**

With only A shared, the second indium can lie anywhere on a sphere of radius d about A, as far as the bond length is concerned. Let θ be the In-O-In angle at A. The law of cosines for two sides d gives

R² = d² + d² − 2d² cos θ = 2d²(1 − cos θ) = 4d² sin²(θ/2),

where 1 − cos θ = 2 sin²(θ/2) was used. Taking the positive root,

R = 2d sin(θ/2).

The straight corner, θ = 180°, has the largest distance:

R = 2d = 2 × 2.180 Å = 4.360 Å.

Bending shortens it. Seen from its shared vertex, a regular octahedron fits inside a cone of half-angle 45° about the line to its indium. At a depth h below the vertex, the cross-section is at most the square |y| + |z| ≤ h, and no point of this square is farther than h from the axis. Two such cones with a common apex do not overlap if their axes are at least 90° apart. Every θ between 90° and 180° is thus possible for rigid octahedra, whatever their twist about their own axes, and every R from 3.083 to 4.360 Å can occur. Smaller distances are possible at special twists: if two face-sharing octahedra are turned slightly against each other about the normal to the common face through A, they share only A and still do not overlap, and R is just above 2.517 Å. These arguments concern the overlap of the solid shapes; they do not ask whether unshared oxygens come too close for a real oxide, and they often do. The face pair turned by 2° has oxygens only 0.11 Å apart. For a bent corner, even the most favourable twist leaves unshared oxygens about 1.9 Å apart at θ = 100°, and they reach 2.6 Å only near θ = 120°, where R is about 3.8 Å.

**Result and a common check**

For ideal octahedra with d = 2.18 Å:

- shared face: R = 2d/√3 = 2.52 Å (0.252 nm)
- shared edge, flat: R = √2 d = 3.08 Å (0.308 nm)
- shared corner, straight: R = 2d = 4.36 Å (0.436 nm)

The number of shared oxygens fixes R for a face. For an edge the fold must also be given, and for a corner the In-O-In angle.

The relation R = 2d sin(θ/2) uses only two equal bonds meeting at one oxygen, so it applies to all three cases. Solved for the angle, it reads

cos θ = 1 − R²/(2d²).

For the face, cos θ = 1 − (4/3)/2 = 1/3 and θ = 70.53°. For the flat edge, cos θ = 1 − 2/2 = 0 and θ = 90°. For the straight corner, cos θ = 1 − 4/2 = −1 and θ = 180°. Fewer shared oxygens go with a wider bridge in these three arrangements. The wrong face distance fails this check: R = √3 d would need cos θ = 1 − 3/2 = −1/2, or θ = 120°. But a shared face contains a shared edge, for which R is at most √2 d and θ therefore at most 90°.

There is also a lower limit that holds for any pair. Each face of the octahedron is at distance d/√3 from the centre, so a sphere of that radius fits inside. If two octahedra do not overlap, neither do their inner spheres, and the centres are at least 2d/√3 = 2.517 Å apart. Face sharing reaches this limit.

**Comparison with real indium oxide**

In crystalline indium oxide, the In-In distances fall into two groups, at roughly 3.3 Å for shared edges and 3.8 Å for shared corners; the amorphous material has broadened distances in the same region. Neither group sits at the ideal flat or straight value. The corner group lies below 4.36 Å, which bending can explain. The edge group lies above 3.08 Å, which folding cannot explain, since folding shortens R. The assumption that breaks is the regular shape of the octahedron.

Suppose the bonds keep their length while the In-O-In angles at a flat shared edge open from 90° to 100°, a rough assumed value. The two indium atoms and two oxygens then form a rhombus of side d, whose diagonals are R and the O-O distance s:

R = 2d sin 50° = 4.360 Å × 0.7660 = 3.340 Å
s = 2d cos 50° = 4.360 Å × 0.6428 = 2.803 Å.

The indium atoms move apart by 0.257 Å relative to the ideal flat edge, while the shared O-O edge shrinks from 3.083 to 2.803 Å. For a corner bent to 126°, again a rough assumed value,

R = 2d sin 63° = 4.360 Å × 0.8910 = 3.885 Å,

which is 0.475 Å less than the straight value.

Disorder broadens both distances. For one In-O-In bridge with bonds a and b,

R² = a² + b² − 2ab cos θ.

Differentiating with respect to a gives 2R ∂R/∂a = 2a − 2b cos θ. At a = b = d, where R = 2d sin(θ/2),

∂R/∂a = d(1 − cos θ)/R = 2d sin²(θ/2)/[2d sin(θ/2)] = sin(θ/2),

and ∂R/∂b is the same. Differentiating with respect to θ gives 2R ∂R/∂θ = 2ab sin θ, so that

∂R/∂θ = d² sin θ/R = 2d² sin(θ/2) cos(θ/2)/[2d sin(θ/2)] = d cos(θ/2).

For independent variations with standard deviations σ_d for each bond and σ_θ for the angle (in radians), the squared contributions add to leading order:

σ_R² = 2σ_d² sin²(θ/2) + d² cos²(θ/2) σ_θ².

With the assumed values σ_d = 0.10 Å and σ_θ = 5° = 0.0873 rad, the opened edge has

σ_R² = 0.0117 Å² + 0.0150 Å² = 0.0267 Å²,  σ_R = 0.163 Å.

The bent corner has σ_R = 0.153 Å. Random sampling of 200,000 bridges from normal distributions gave 0.164 and 0.152 Å, so the leading-order formula is adequate at this level of disorder. The distances calculated at the mean bond length and mean angles differ by 0.545 Å, more than three times the larger spread. In this estimate, with the mean angles held at 100° and 126° and the same 5° spread for both, the edge and corner groups remain distinguishable. The conclusion depends on that spread. A single bridge is held more loosely than a shared edge, and with σ_θ = 15° at the corner the formula gives σ_R = 0.29 Å, so that the gap is less than twice the spread and the groups overlap. The estimate treats each bridge alone and leaves out the constraint that the second oxygen of a shared edge imposes.

Thermal expansion matters far less than this disorder. Thermal vibration is a separate effect, which adds to the spread and is not estimated here. With an assumed linear expansion of 10⁻⁵ per kelvin, heating by 300 K at fixed angle lengthens the straight corner distance by 4.360 Å × 10⁻⁵ × 300 = 0.013 Å. Thermal bending works the other way: a bend δ (in radians) away from 180° shortens R by about dδ²/4, or 0.004 Å for 5°. Both changes are small beside σ_R.

Amorphous indium oxide also contains indium atoms with fewer than six oxygen neighbours. For them, R = 2d sin(θ/2) still holds wherever the two bonds of a bridge are equal, provided that d is the actual length of those bonds, which need not be 2.18 Å, but the octahedral angles of 70.53° and 90° no longer follow. Nor does an In-In distance by itself reveal the number of shared oxygens: 3.34 Å fits an opened edge, and, by the same relation, it fits a single oxygen bridge with θ = 100°, which requires distorted or under-coordinated polyhedra, since regular octahedra at that angle would crowd their unshared oxygens. To tell them apart, one must count the common oxygen neighbours in the structural model. The numerical output below lists the distances, angles and spreads used here.

Computed results

```
In-O bond length d (input): 2.18 angstrom
O-O edge of the ideal octahedron: 3.083 angstrom
centre to face centroid: 1.2586 angstrom
centre to edge midpoint: 1.5415 angstrom
centre to corner: 2.1800 angstrom
In-In distances measured from coordinates:
  face: 2.517 angstrom = 0.2517 nm, R/d = 1.1547
    shared O: 3, In-O-In angle: 70.53 deg
  edge, flat: 3.083 angstrom = 0.3083 nm, R/d = 1.4142
    shared O: 2, In-O-In angle: 90.00 deg
  corner, straight: 4.360 angstrom = 0.4360 nm, R/d = 2.0000
    shared O: 1, In-O-In angle: 180.00 deg
Folding about a shared edge:
  phi = 180.00 deg: R = 3.083 angstrom, shared O: 2
  phi = 160.00 deg: R = 3.036 angstrom, shared O: 2
  phi = 140.00 deg: R = 2.897 angstrom, shared O: 2
  phi = 120.00 deg: R = 2.670 angstrom, shared O: 2
  phi = 109.47 deg: R = 2.517 angstrom, shared O: 3
smallest R without overlap: 2.517 angstrom
Neglected effects (rough assumed inputs):
  edge angle opened to 100 deg: R = 3.340 angstrom
    change from flat ideal edge: +0.257 angstrom
    shared O-O edge becomes: 2.803 angstrom
  corner bent to 126 deg: R = 3.885 angstrom
    change from straight corner: -0.475 angstrom
  bond spread (input): 0.10 angstrom
  angle spread (input): 5 deg
  spread of R, edge at 100 deg, formula: 0.163 angstrom
    same, random sampling: 0.164 angstrom
  spread of R, corner at 126 deg, formula: 0.153 angstrom
    same, random sampling: 0.152 angstrom
  gap, bent corner minus opened edge: 0.545 angstrom
  linear expansion (input): 1e-05 per K
  heating (input): 300 K
  thermal change of straight corner R: 0.013 angstrom
```
